Recombination-limited penetration of plasma atomic layer deposition into narrow pores

A plasma step of atomic layer deposition must bring reactive atoms to the bottom of a pore whose walls also destroy them by recombination. Let the pore have diameter d and depth L, let r be the recombination probability per wall impact, and define the recombination modulus

h = √(3r) L/d = L/λ, λ = d/√(3r).

If transport along the pore is diffusive, the number of atoms per area that must strike the wall at the mouth to give a fixed coverage at the closed end is, for h ≫ 1,

Φ₀ ≈ (Ns/s) A exp(h).

Here Ns is the number of atoms per area that completes the layer, s is the reaction probability per impact on a free site, and A does not depend on L. Each further depth λ multiplies the dose by e. In collisionless gas the law has an upper end as well: at very large h, rare long flights take over and the dose grows only as a power of L. The power is 2 at a flat closed end that scatters atoms, and 3 at the middle of a pore open at both ends.

The pore is a straight circular cylinder. Atoms do not collide with each other inside it, and they leave the wall with the cosine law, without memory of their arrival. At coverage θ an impact leads to reaction with probability s(1−θ) and to recombination with probability r; both r and s are constant, and r + s ≪ 1. Molecules formed by recombination do not react.

Let J(z,t) be the impact flux at depth z and Φ(z) = ∫J dt its fluence over the whole pulse, including the time in which the pore empties. The site balance Ns dθ/dt = s(1−θ)J, with θ = 0 at the start, integrates to

θ = 1 − exp(−u), u = sΦ/Ns.

The final coverage depends on the fluence, not on the pulse shape. Of the Φ atoms that strike a unit area, rΦ recombine and ∫s(1−θ)J dt = Nsθ react. The number re-emitted is therefore

F = (1−r)Φ − Nsθ.

Every re-emitted atom lands somewhere else or leaves through the mouth. Flight times drop out once the pulse is over. What is needed is the distribution of axial flight lengths.

Let ψ be the angle between a flight and the pore axis, and α the azimuth from the inward wall normal. The normal component of the direction is sinψ cosα, so the cosine law gives the probability (1/π) sin²ψ cosα dψ dα. Seen along the axis, the path is a chord of length d cosα. The axial displacement in units of d is therefore x = cosα cotψ, and

⟨x²⟩ = (1/π) ∫cos³α dα ∫cos²ψ dψ = (1/π)(4/3)(π/2) = 2/3.

The α integral runs from −π/2 to π/2 and the ψ integral from 0 to π.

The long flights matter later, so the full distribution is worth having. A flight exceeds X > 0 if ψ < p, where tan p = cosα/X. With ∫₀^p sin²ψ dψ = (p − sin p cos p)/2, the one-sided tail is

G(X) = (1/2π) ∫cosα (p − sin p cos p) dα.

The derivative of the bracket with respect to p is 2 sin²p. With c = cosα, sin²p = c²/(X²+c²) and dp/dX = −c/(X²+c²). The density K = −dG/dX is thus

K(X) = (1/π) ∫c⁴/(X²+c²)² dα.

Write c⁴/(X²+c²)² = 1 − 2X²/(X²+c²) + X⁴/(X²+c²)² and put a = X². The substitution t = tanα gives ∫dα/(a+c²) = π/√(a(a+1)), and minus its derivative with respect to a gives ∫dα/(a+c²)² = π(2a+1)/(2[a(a+1)]^(3/2)). Collecting terms,

K(X) = 1 − (X³ + 3X/2)/(X²+1)^(3/2),

G(X) = (X² + 1/2)/√(X²+1) − X.

Differentiation of G returns −K, and G vanishes at infinity. For large X, G → 1/(8X³) and K → 3/(8X⁴).

Take first a pore of length 2L, open at both ends to the same gas. Its midplane, at depth L, is a plane of mirror symmetry. A closed end that neither reacts nor recombines also has zero net flux, so in the diffusive limit both pores need the same dose. They differ for long flights, because a real end scatters atoms that a mirror would send straight back. Let Φ_ext be the fluence entering through each mouth from an isotropic gas outside. Its first impacts at depth z contribute Φ_ext G(z/d), because such a gas enters just as atoms from an infinite, uniformly emitting continuation of the pore would. Counting all arrivals gives

Φ(z) = Φ_ext [G(z/d) + G((2L−z)/d)] + ∫₀^{2L} K(|z−z'|/d) F(z') dz'/d.

This is the full collisionless problem for the pore open at both ends. Far from the mouths, and if F changes little over one diameter, expand F(z') about z. The first moment vanishes by symmetry and the second contributes (d²/2)(2/3)F'', so that

Φ = F + (d²/3) F''.

Since Φ − F = rΦ + Nsθ, and F differs from Φ by a fraction of at most r + s, the leading order is

(d²/3) Φ'' = rΦ + Nsθ.

Multiply by s/(Ns r), let ξ be the distance from the closed end in units of λ, and put β = s/r:

u'' = u + β(1 − e^(−u)), u(0) = u* = −ln(1−θ*), u'(0) = 0.

Here θ* is the coverage required at the end, and the slope vanishes by mirror symmetry. These data do not contain L. One curve u(ξ) therefore gives the dose for all depths, u₀ = u(h), with Φ₀ = (Ns/s)u₀.

If the free surface recombines atoms with a different probability r₀, the extra loss is ∫(r₀−r)(1−θ)J dt = (r₀−r)Nsθ/s. This replaces β by (s+r₀−r)/r and leaves λ unchanged: the covered wall sets the decay length. The bounds below assume β ≥ 0. For r₀ < r − s the new β is negative, the inequalities u₀ ≤ U and u₀ ≥ u* cosh h reverse, and the Gaussian bound does not apply.

The equation can be rewritten as

u(ξ) = u* cosh ξ + β ∫₀^ξ sinh(ξ−ξ') θ(ξ') dξ'.

Differentiating twice turns the integral into itself plus βθ(ξ), and the values at ξ = 0 are right. Because θ < 1 and ∫₀^h sinh(h−ξ)dξ = cosh h − 1,

u₀ ≤ U = u* cosh h + β(cosh h − 1).

The difference is U − u₀ = β∫₀^h sinh(h−ξ) e^(−u) dξ. Since u'' > 0 and u'(0) = 0, u rises from u*, so u'' ≥ βθ* and u ≥ u* + βθ*ξ²/2. Replace sinh(h−ξ) by sinh h, use e^(−u*) = 1−θ*, and extend the Gaussian integral to infinity:

u₀ ≥ U − (1−θ*) √(πβ/(2θ*)) sinh h.

Since θ > 0, the rewritten equation also gives u₀ ≥ u* cosh h. This simple bound and U both grow as e^h once h ≫ 1. For the prefactor, split the hyperbolic functions at ξ = h:

u₀ = ½e^h [u* + β∫₀^h e^(−ξ)θ dξ] + ½e^(−h) [u* − β∫₀^h e^ξ θ dξ].

As h grows, θ → 1 near the mouth and the second term tends to −β/2. Extending the first integral to infinity adds ½e^h β∫_h^∞ e^(−ξ)θ dξ → β/2, which must be subtracted again. Hence

u₀ = A e^h − β + (terms that vanish), A = ½[u* + β∫₀^∞ e^(−ξ)θ dξ].

Since 0 < θ < 1, A lies between u*/2 and (u*+β)/2. The same splitting of u' gives u'(h) = A e^h plus vanishing terms, so the local growth rate is

d ln u₀/dh ≈ 1 + β/u₀.

Read the other way, the depth of a closed pore whose end a given dose brings to θ* is L ≈ λ ln(sΦ₀/(A Ns)): it is logarithmic in the dose. In a much deeper pore, atoms flow on past the point where θ = θ*, and the slope there is u' = √(u*² + 2β(u* − θ*)) instead of zero. The law is the same but A is larger: 8.98 instead of 6.00 for β = 10 and θ* = 0.9, which shortens the depth by 0.4λ.

Two limits show what the prefactor contains. If r ≫ s, then β → 0 and u₀ → u* cosh h: the film consumes few atoms, and the dose is that needed at the end divided by the surviving fraction. If s ≫ r, θ* is not small and u* ≪ β(1 − 1/cosh h), the coverage falls across a thin front and

Φ₀ ≈ (Ns/r)(cosh h − 1).

For h ≪ 1, cosh h − 1 ≈ h²/2 and this becomes 3NsL²/(2d²). Recombination has dropped out, and the dose is parabolic in depth.

The exponent h can be understood by counting impacts. After n flights the axial variance is 2nd²/3. Reaching L thus carries a weight exp(−3L²/(4nd²)), and surviving n impacts a weight exp(−rn). The sum of exponents, rn + 3L²/(4nd²), is least at n = h/(2r), where it equals √(3r)L/d = h. The atoms that reach the end are those that moved down unusually fast, and h is the best compromise between speed and survival in a random walk of many short steps.

The mouth needs one more relation, because Φ₀ is the fluence on the wall there and Φ_ext the fluence supplied from outside. A ring of wall at depth z has area πd dz, the mouth has area πd²/4, and a fraction G(z/d) of the ring's emission reaches the mouth. With F ≈ Φ, the outgoing fluence is 4∫₀^∞ G(X)Φ(Xd)dX. Integration by parts gives ∫G dX = ½⟨|x|⟩ = ¼, since ⟨|x|⟩ = (1/π)(π/2)(1) = ½, and ∫XG dX = ¼⟨x²⟩ = 1/6. A linear profile thus sends out Φ₀ + (2d/3)Φ'(0). The inward fluence of the same profile has the opposite gradient term, and it must equal the supply:

Φ_ext = Φ₀ − (2d/3)Φ'(0), or sΦ_ext/Ns = u₀ + (2/3)√(3r) u'(h).

The derivative Φ'(0) is taken inward and is negative, so more atoms must be supplied than Φ₀. The relation treats the profile as linear near the mouth, so the factor 2/3 is an estimate.

A real bottom disc reacts and recombines too. By the same half-fluxes the net fluence onto it is (4d/3) times the gradient towards the mouth, and it must supply the loss rΦ + Nsθ* there. In scaled form,

u'(0) = (√(3r)/4)(u* + βθ*),

which replaces the zero slope.

For a worked example take the model parameters d = 100 nm, L = 10 μm, r = 0.001, s = 0.01, Ns = 5×10¹⁸ m⁻² and θ* = 0.9. Then β = 10, u* = ln 10 = 2.303, λ = 100 nm/√0.003 = 1.83 μm and h = 5.48. With cosh h = 119.6, the upper bound is

U = 2.303 × 119.6 + 10 × 118.6 = 1461,

and the lower bound from the Gaussian integral is 1411. Numerical integration from the closed end gives u₀ = 1426 and A = 6.00. The asymptotic form gives A e^h − β = 1436 − 10 = 1426. The local growth rate is 1.007, in accord with 1 + 10/1426.

With Ns/s = 5×10²⁰ m⁻², the mouth fluence is 7.13×10²³ m⁻², and the mouth relation raises the supply to 7.39×10²³ m⁻². Atoms of mass 16 u at 500 K have the mean speed √(8kT/(πm)) = 813 m/s. At a density of 10²⁰ m⁻³ outside the mouth, the flux is 10²⁰ × 813/4 = 2.03×10²² m⁻² s⁻¹, and the exposure lasts 36 s. In the diffusive model a tenfold dose buys λ ln 10 = 4.2 μm of further depth, and the reactive bottom disc raises the mouth dose by 1.4 %.

The sharp-front formula gives 5.93×10²³ m⁻², which is 17 % below the integrated mouth dose. Here u*/β = 0.23, so the atoms needed to bring the end to 90 % coverage are not negligible. Without recombination the sharp-front dose would be 7.5×10²² m⁻², smaller by a factor of 7.9.

The collisionless integral equation, for the pore open at both ends, can also be solved without the gradient expansion. The wall was divided into cells 0.4d long, the nonlinear system was solved by Newton iteration, and Φ_ext was adjusted until the mirror plane reached θ*. The required outside doses, in 10²² m⁻², are:

L/d | h | diffusive | collisionless
20 | 1.10 | 0.533 | 0.564
60 | 3.29 | 7.83 | 8.08
100 | 5.48 | 73.9 | 72.4
140 | 7.67 | 665 | 562

The collisionless entries carry a discretization error: extrapolated to zero cell size they are 0.3 to 0.5 % lower (0.562, 8.05, 72.1, 560). Up to L/d = 100 the listed doses differ by at most 6 %. In the shallow pores the collisionless dose is the larger one. The calculation does not separate the causes of this difference. At L/d = 140 the collisionless dose is about 16 % below the diffusive one, because long flights begin to matter.

In the extreme case an atom flies straight from a mouth to the midplane, and no random walk of short steps is needed. All terms of the integral equation are non-negative, because Nsθ ≤ sΦ and r + s < 1. The fluence at the mirror plane is therefore at least the direct part, 2Φ_ext G(L/d), so at large L/d

sΦ_ext/Ns ≤ 4u*(L/d)³.

A cubic bound must eventually undercut an exponential. The actual dose is lower still, because atoms that arrive by a long flight strike the wall near the midplane many times. In a fully covered pore a slowly varying supply S of first arrivals builds up a fluence Φ = S + (1−r)Φ = S/r. With Φ_end the fluence at the midplane, one long flight followed by this local build-up gives the estimate

Φ_ext/Φ_end ≈ 4r(L/d)³/(1 + 3λ/L).

The denominator adds long flights that start from the wall near the mouth. Their source strength is about Φ_ext λ, and each long-flight density K = 3/(8X⁴) is to be compared with G = 1/(8X³). During deposition the loss per impact, averaged over the pulse, lies between r and r + s everywhere. More loss on any path means fewer arrivals, so the two covered-pore problems with these losses bracket the true one, and the dose at the midplane is cubic in the limit.

A flat closed end that scatters by the cosine law is easier to supply. Seen from far away, the end disc receives the direct fluence Φ_ext d²/(4L²) per area. An inert disc passes it on to the wall nearby, where the fluence decays over the length λ. The net-flux relation used for the bottom disc then gives (4d/3)Φ_end/λ ≈ Φ_ext d²/(4L²), or

Φ_ext/Φ_end ≈ (16/3)√(3r) (L/d)².

Here Φ_end is the fluence on the wall at the closed end. Corrections of relative order λ/L, from long flights that start or end on the side wall, are left out. So is a boundary-layer correction at the disc that does not vanish with L; it lowers the ratio by about 3 % for r = 0.001 and 7 % for r = 0.01. For r = 0.001 the collisionless ratio is 0.79 of this estimate at L/d = 400 and 0.88 at L/d = 800. The dose there grows only as L² in the limit. The comparison that follows is again for the midplane of the pore open at both ends.

For the covered pore with r = 0.001, the diffusive ratio Φ_ext/Φ_end is cosh h + (2/3)√(3r) sinh h. It compares with the numerical solution of the linear integral equation as follows:

L/d | h | diffusive | collisionless
100 | 5.5 | 124 | 121
200 | 11.0 | 3.0×10⁴ | 1.2×10⁴
300 | 16.4 | 7.1×10⁶ | 8.1×10⁴
400 | 21.9 | 1.7×10⁹ | 2.1×10⁵

At L/d = 400 the estimate gives 2.56×10⁵/1.137 = 2.3×10⁵, close to the computed value, while the exponential law is too large by a factor of about 8000. For r = 0.01, where λ is shorter and the limit is reached sooner, doubling L/d from 200 to 400 raises the computed ratio as L to the power 3.07. The estimate gives 3.06.

Setting the diffusive ratio e^h/2 well below 4r(L/d)³, with L/d = h/√(3r), gives the range of the exponential law at the midplane in collisionless gas:

h ≫ 1 and e^h ≪ 8h³/(3√(3r)).

For r = 0.001 the two sides of the second condition become equal near h = 11. At h = 5.5 the left side is 3 % of the right. For the flat closed end the same argument gives e^h ≪ 32h²/(3√(3r)), with equality just below h = 10 and a left side of 4 % at h = 5.5. These conditions drop factors of relative order 1/h, so the actual departures can be larger. In the worked deposition example, the collisionless dose for an inert flat end lies 8 % below the diffusive value at L/d = 100 and about 30 % below at L/d = 140. The exponential law therefore describes the 10 μm pore to within about 10 % in both cases. The window widens as r falls, but only slowly, because r enters the limiting h through a logarithm.
